# The Fisher–Lee Relation for Multimode Lattice Leads

A lattice transport calculation delivers elements of the retarded Green function between two contact slices. Before a transmission probability can be quoted, one must decide which velocity factors multiply $|G|^2$, and whether projecting $G$ on the lead modes is enough. At a metal–semiconductor contact the velocities on the two sides differ, so a wrong choice changes the computed contact resistance.

## Leads, modes and flux

Take a finite device with Hermitian Hamiltonian $H_D$ and periodic leads whose slices hold $M$ orbitals each. In each lead the slices are numbered $j=0,1,2,\dots$ away from the device, and slice 0 belongs to the device. Let $h$ be the onsite block and $B$ the invertible hopping block from slice $j+1$ into slice $j$. For $j\ge1$,

$$(E-h)\psi_j=B\psi_{j+1}+B^\dagger\psi_{j-1}. \tag{1}$$

A Bloch mode $\psi_j=\lambda^j u$ with $u^\dagger u=1$ obeys $(E-h)u=\lambda Bu+\lambda^{-1}B^\dagger u$. It is open if $|\lambda|=1$.

The time-dependent equation gives $d|\psi_j|^2/dt=J_{j-1\to j}-J_{j\to j+1}$ with

$$J_{j\to j+1}=\frac{i}{\hbar}\left[\psi_j^\dagger B\psi_{j+1}-\psi_{j+1}^\dagger B^\dagger\psi_j\right]. \tag{2}$$

For an open mode write $\lambda=e^{i\theta}$, $\theta=ka$, where $a$ is the slice spacing. It is an eigenvector of $H(\theta)=h+e^{i\theta}B+e^{-i\theta}B^\dagger$. Since $u$ is normalized, the slope of the eigenvalue is the expectation value of $dH/d\theta$:

$$\frac{dE}{d\theta}=u^\dagger\left(ie^{i\theta}B-ie^{-i\theta}B^\dagger\right)u=\hbar J=\frac{\hbar v}{a}. \tag{3}$$

A unit-norm mode thus carries a current $v/a$. Define the energy $\kappa=\hbar|v|/a$. Outgoing open modes have $v>0$ and incoming ones $v<0$, because $j$ increases away from the device.

Now take two solutions $\psi,\chi$ of (1) at the same real $E$ and define

$$Q_j(\psi,\chi)=i\left[\psi_j^\dagger B\chi_{j+1}-\psi_{j+1}^\dagger B^\dagger\chi_j\right]. \tag{4}$$

Multiply the equation for $\chi_j$ by $\psi_j^\dagger$ from the left, and the adjoint equation for $\psi_j$ by $\chi_j$ from the right. The left sides are equal because $h$ is Hermitian. Subtracting gives

$$\psi_j^\dagger B\chi_{j+1}-\psi_{j+1}^\dagger B^\dagger\chi_j=\psi_{j-1}^\dagger B\chi_j-\psi_j^\dagger B^\dagger\chi_{j-1},$$

which is $Q_j=Q_{j-1}$. For two Bloch modes $Q_j=(\lambda_n^*\lambda_m)^jQ_0$, hence

$$(\lambda_n^*\lambda_m-1)\,Q_0(u_n,u_m)=0. \tag{5}$$

Different open modes therefore have no mutual flux unless their $\lambda$ coincide. In that case $Q_0$ is a Hermitian matrix in the degenerate subspace, and the modes are chosen to diagonalize it.

## The self-energy carries the outgoing flux

Assume that $E$ is not at a band edge and that there are $M$ linearly independent modes that are either outgoing or decaying ($|\lambda|<1$). Put them in the columns of $U$, with $\Lambda=\mathrm{diag}(\lambda_n)$. Every outgoing wave then obeys

$$\psi_{j+1}=F\psi_j,\qquad F=U\Lambda U^{-1}. \tag{6}$$

In the equation for slice 0, the lead enters as $B\psi_1=BF\psi_0$, so eliminating it produces the self-energy $\Sigma=BF$. This is the retarded one: with $E\to E+i\eta$, an outgoing mode acquires $|\lambda|<1$. Let $\Gamma=i(\Sigma-\Sigma^\dagger)$. Inserting $\psi_1=F\psi_0$ in (4) gives, for outgoing waves,

$$Q_0(\psi,\chi)=i\,\psi_0^\dagger(BF-F^\dagger B^\dagger)\chi_0=\psi_0^\dagger\Gamma\chi_0.$$

For two columns of $U$, $\lambda_n^*\lambda_m=1$ requires both to be open with equal $\lambda$. Equations (3) and (5) then yield

$$u_n^\dagger\Gamma u_l=\kappa_n\delta_{nl}, \tag{7}$$

with $\kappa_n$ replaced by zero for decaying modes. The matrix $\Gamma$ is the flux form of outgoing waves, and is positive semidefinite.

Lead modes at the same energy need not be orthogonal, because modes with different $\theta$ are eigenvectors of different matrices $H(\theta)$. An outgoing amplitude is therefore extracted with a dual vector $\tilde u_n$, defined by $\tilde u_n^\dagger u_l=\delta_{nl}$. Because (7) holds for every column $l$,

$$u_n^\dagger\Gamma=\kappa_n\tilde u_n^\dagger\qquad(n\ \text{open}). \tag{8}$$

## The incident wave as a source

Let $\phi_m$ be a unit-norm incoming open mode with factor $\lambda_m$. Its flux form with every column of $U$ vanishes: for decaying columns $|\lambda_n^*\lambda_m|<1$, and for open ones (5) or the chosen diagonalization applies. Written out,

$$0=i\,u_n^\dagger\left[\lambda_mB-F^\dagger B^\dagger\right]\phi_m\quad\text{for all } n.$$

The $u_n$ span the slice space, so the vector itself is zero:

$$\lambda_mB\phi_m=\Sigma^\dagger\phi_m. \tag{9}$$

Send this mode in through lead $\alpha$. In that lead the outgoing part at slice 0 is $\psi_0-\phi_m$, so

$$\psi_1=\lambda_m\phi_m+F(\psi_0-\phi_m). \tag{10}$$

Let $P_\beta$ embed contact slice $\beta$ in the device. Putting (10) into the device equation and moving the terms in $\psi_0$ to the left gives

$$\Big(E-H_D-\sum_\beta P_\beta\Sigma_\beta P_\beta^\dagger\Big)\psi_D=P_\alpha B_\alpha(\lambda_m-F_\alpha)\phi_m=P_\alpha(\Sigma_\alpha^\dagger-\Sigma_\alpha)\phi_m=iP_\alpha\Gamma_\alpha\phi_m. \tag{11}$$

The second equality uses (9), the third the definition of $\Gamma$. This is the first entry of a velocity: the strength of the source is set by the flux matrix of the incident lead. Let $G$ be the inverse of the bracket on the left, which exists if there is no bound state at $E$, and let $G_{\beta\alpha}=P_\beta^\dagger GP_\alpha$. Then

$$\psi_0^{\beta}=iG_{\beta\alpha}\Gamma_\alpha\phi_m. \tag{12}$$

## From wave amplitude to scattering amplitude

Subtract the incident wave in lead $\alpha$ and project with the dual vector, using (8):

$$c_{\beta n,\alpha m}=\tilde u_n^\dagger(\psi_0^\beta-\delta_{\alpha\beta}\phi_m)=\frac{1}{\kappa_n}u_n^\dagger\Gamma_\beta\left(iG_{\beta\alpha}\Gamma_\alpha-\delta_{\alpha\beta}\right)\phi_m. \tag{13}$$

These are ratios of unit-norm wave amplitudes. The incident current is $\kappa_m/\hbar$ and the current leaving in mode $n$ is $\kappa_n|c|^2/\hbar$. A probability is a ratio of currents, so the scattering amplitude is $S=\sqrt{\kappa_n/\kappa_m}\,c$. This is the second entry of velocities, and it gives

$$\boxed{S_{\beta n,\alpha m}=\frac{i\,u_n^\dagger\Gamma_\beta G_{\beta\alpha}\Gamma_\alpha\phi_m-\delta_{\alpha\beta}\,u_n^\dagger\Gamma_\alpha\phi_m}{\sqrt{\kappa_n\kappa_m}}} \tag{14}$$

The velocities stand in the denominator because each $\Gamma$ already carries one. Phases refer to slice 0 of each lead. Time-reversal symmetry was not used, so (14) also holds in a magnetic field.

**Separable leads.** If $B=-\tau\mathbb 1$, the modes are the orthonormal eigenvectors $\chi_n$ of $h$, both outgoing and incoming. Then $\Gamma\chi_n=\kappa_n\chi_n$ for open modes, and (14) reduces to

$$S_{\beta n,\alpha m}=-\delta_{\alpha\beta}\delta_{nm}+i\sqrt{\kappa_n\kappa_m}\;\chi_n^\dagger G_{\beta\alpha}\chi_m. \tag{15}$$

The product of velocities has a simple origin: the source supplies $\kappa_m$, flux normalization supplies $\sqrt{\kappa_n/\kappa_m}$, and together they make $\sqrt{\kappa_n\kappa_m}$.

**Perfect chain.** Take one orbital per slice, $E=-2\tau\cos\theta$, and a device of one site joined to both leads. Here $\Sigma=-\tau e^{i\theta}$ for each lead, so $E-2\Sigma=2i\tau\sin\theta=i\kappa$ and $G=1/(i\kappa)$. Equation (15) gives transmission amplitude $i\kappa/(i\kappa)=1$ and reflection amplitude $-1+1=0$, as it must. At a band edge the behaviour of $G$ matters as well. If $G$ stays finite, the transmission amplitude vanishes as $\sqrt{|v|}$ when only one of the two velocities $v$ goes to zero, and as $|v|$ when both leads are identical and reach the edge together. In the perfect chain $G$ diverges as $1/\kappa$ and transmission stays at one.

**Continuum limit.** The lattice $G$ is an inverse energy. In one dimension a unit-norm site state stands for a length $a$, so $G=\sqrt{a_\beta a_\alpha}\,G^{\rm cont}$. With $\kappa=\hbar|v|/a$ the spacings cancel, and the prefactor in (15) becomes $i\hbar\sqrt{|v_nv_m|}$.

## Unitarity

The adjoint of the Bloch equation shows that roots occur in pairs $\lambda,1/\lambda^*$. With $N$ open outgoing modes there are $M-N$ decaying ones, hence $M-N$ growing ones. Of the $2M$ roots, $2M-N-2(M-N)=N$ remain as incoming modes. From (9),

$$Q_0(\phi_l,\phi_m)=i\,\phi_l^\dagger(\Sigma^\dagger-\Sigma)\phi_m=-\phi_l^\dagger\Gamma\phi_m,$$

and this equals $-\kappa_m\delta_{lm}$, since incoming flux is negative. Together with (7), this makes

$$w_n=\Gamma^{1/2}u_n/\sqrt{\kappa_n},\qquad y_m=\Gamma^{1/2}\phi_m/\sqrt{\kappa_m} \tag{16}$$

two orthonormal bases of the $N$-dimensional range of $\Gamma$. Collect all leads, with $\Gamma$ block diagonal and $G$ restricted to the contact slices. Then (14) reads $S=W^\dagger KY$ with $K=i\Gamma^{1/2}G\Gamma^{1/2}-1$.

From the definition of $G$, $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives

$$i(G-G^\dagger)=G^\dagger\Gamma G. \tag{17}$$

Therefore

$$K^\dagger K=1+\Gamma^{1/2}\left[G^\dagger\Gamma G-i(G-G^\dagger)\right]\Gamma^{1/2}=1. \tag{18}$$

Since $K$ maps the range of $\Gamma$ into itself and $WW^\dagger$ is the identity there, $S^\dagger S=Y^\dagger K^\dagger KY=1$. Summing $|S|^2$ over the modes of two different leads, with the same completeness, gives the mode-free form

$$\sum_{nm}|S_{\beta n,\alpha m}|^2=\mathrm{Tr}\left(\Gamma_\beta G_{\beta\alpha}\Gamma_\alpha G_{\beta\alpha}^\dagger\right). \tag{19}$$

## Two numerical tests

The first test uses two leads with randomly drawn complex, non-commuting blocks and two open modes out of three. The $S$ of (14), with self-energies found by eliminating slices, agrees to $8\times10^{-8}$ with direct matching of wave functions, which uses no Green function. Both sides of (19) give 1.80232. The matrix of bare amplitudes $c$ misses unitarity by 1.17 in its worst element.

The second test is dynamical. On a two-leg ladder the hopping along the legs is $-1$ on the left, $-0.5$ on the right and $-0.7$ at the junction. The rung couplings are $-0.4$ and $-0.2$, and one junction site is raised by 0.8. A packet with a standard deviation of 40 slices is sent from the left at energy $-0.6$. It arrives in the first right-hand mode with probability 0.889, and $|S|^2=0.889$. The bare $|c|^2$ is 1.931, which cannot be a probability. The velocities 1.990 and 0.9165 restore it: $1.931\times0.9165/1.990=0.889$.

## A silicide contact to n-type silicon

Consider a silicon film 5 nm thick that meets a metal, with current along the film. The parameters are rough typical values for nickel silicide on heavily doped n-type silicon: barrier $\varphi_B=0.65$ eV, donor density $N_D=2\times10^{20}$ cm$^{-3}$, permittivity 11.7, and masses 0.19 and 0.92 $m_0$. The metal is a free-electron band 5 eV deep. Neutrality of the film puts the Fermi level $\mu=0.163$ eV above the band edge. Full depletion gives the edge $V(x)=-\mu+(\varphi_B+\mu)(1-x/w)^2$, measured from the Fermi level, with $w=2.29$ nm. Half of the interface is displaced by a step of 0.3 nm, and the barrier follows it. The lattice spacing is 0.1 nm.

First take the valleys with the heavy axis along the film thickness, at zero wavenumber $k_z$ along the film width. At this spacing there are 19 open metal modes (18 in the continuum) and 3 open silicon modes. For the first mode on each side, $|\chi_1^\dagger G\chi_1|=0.00740$ eV$^{-1}$, while $\kappa=7.150$ eV in the metal and 3.428 eV in silicon. By (15),

$$|t_{11}|=\sqrt{7.150\times3.428}\times0.00740=0.0366,\qquad |t_{11}|^2=0.00134.$$

This value illustrates the formula on the chosen lattice and is not a converged property of the contact. It becomes 0.00035 at half the spacing, 0.00047 at a quarter of it and 0.00062 in the continuum limit, because this channel is a near-cancellation, as explained below.

The velocity must be that of the lattice. Here it is $1.09\times10^6$ m/s in the metal, whereas a free electron with the same forward energy, about 4.98 eV, has $1.32\times10^6$ m/s. Using the latter with the lattice $G$ would raise the probability by 22%.

Summed over metal modes, the three silicon modes transmit 0.156, 0.112 and 0.036 at this spacing (0.133, 0.093 and 0.029 at a quarter of it, and 0.125, 0.086 and 0.027 in the continuum limit). Bare amplitudes would give 0.078, 0.044 and 0.006 at this spacing, too small by factors of 2.0, 2.5 and 6.0; in the continuum limit the factors are 2.4, 3.1 and 7.1. At this spacing the third mode transmits 4.3 times less than the first. Its lower velocity, $1.74$ against $5.21\times10^5$ m/s, accounts for a factor 3.0 through the explicit $\kappa_m$; the remaining 1.4 lies in $G$ and its weighting by the metal velocities.

Less than 1% of the flux transmitted from silicon mode 1 enters metal mode 1. An interference estimate shows why the share is small, though it does not fix its size. With $\hbar^2/2m_0=0.0381$ eV nm$^2$, the hopping is $\tau=3.81$ eV in the metal and 20.1 eV in silicon, and $\kappa=2\tau\sin\theta$ gives $\theta=1.22$ and 0.086 per spacing. Beyond the step, a path has three more metal spacings and three fewer silicon ones, a phase difference of $3(1.22-0.086)=3.40$, close to $\pi$. Two equal halves then retain $\cos^2(1.70)\approx0.02$ of the in-phase probability, against a computed share of 0.009 (0.0025 and 0.0036 at half and a quarter of the spacing). In the continuum limit the phase difference is 3.18 and the estimate drops to 0.0003, while the share is 0.005, so near the minimum the two-path picture misses a residual amplitude. The near-cancellation belongs to this step height and metal wavelength: in the continuum the share is 0.50 for a step of 0.15 nm, where the estimate gives 0.49.

For the whole contact, sum over all six valleys and all $k_z$ at zero temperature. With film thickness $W$ and contact width $L$,

$$\frac{\mathcal G}{L}=\frac{2e^2}{h}\sum_{\rm valleys}\int\frac{dk_z}{2\pi}\,T(k_z),\qquad \rho_c=\frac{W}{\mathcal G/L}\approx5\times10^{-9}\ \Omega\,\mathrm{cm}^2. \tag{20}$$

The value at 0.1 nm spacing is $3.7\times10^{-9}$ $\Omega$ cm$^2$. In the continuum limit the stepped interface gives $4.8\times10^{-9}$ and a flat one $5.0\times10^{-9}$ $\Omega$ cm$^2$, so most of the difference comes from the coarse lattice and little from the step. As a two-terminal quantity, $\rho_c$ includes the ballistic resistance of the silicon film, $0.26\times10^{-9}$ $\Omega$ cm$^2$.

Valleys with the heavy mass along the current contribute only 0.2 to 0.3% of the conductance. In the semiclassical estimate, without transverse energy, the tunnelling exponent grows as the square root of that mass, from 2.8 to 6.1, which alone lowers the transmission by a factor of about 30; a wave calculation for a flat interface, which includes the velocity mismatch, gives about 50. These valleys also have a light mass along the thickness. Their lowest subband therefore lies 0.08 eV above the band edge, which raises the barrier for motion along the film, and the second lies above the Fermi level, which leaves one open silicon mode at $k_z=0$ instead of three.

Good silicide contacts to heavily doped n-type silicon lie roughly between $10^{-9}$ and $10^{-8}$ $\Omega$ cm$^2$, so the model value is of a realistic size; the doping is at the high end of practice. Real contacts break several assumptions. Their effects were sized one at a time on the transmission of the first valley pair at $k_z=0$, with the other settings held fixed:

- Image-force lowering multiplies it by 1.48 at this spacing and by 1.70 at a quarter of it; the image potential is singular at the interface, so this factor has no meaningful limit as the spacing shrinks and depends on where the potential is cut off. For a flat interface, cutoffs between 0.3 and 0.03 nm give about 1.4 to 1.7.
- Full depletion ignores the gradual electron tail at the depletion edge. A Thomas–Fermi treatment of that tail thickens the barrier and multiplies the transmission by roughly 0.6 to 0.7.
- Non-parabolic dispersion in the silicon gap multiplies it by 1.10 to 1.15, in a semiclassical estimate. The gap that matters is the direct one at the valley, about 3.7 eV. Putting the indirect gap of 1.12 eV into the two-band formula gives 1.7, which is too large.
- About 11 donors lie in the depletion layer under a 5 nm square. One standard deviation more or fewer, treated as a uniform change of depletion width, gives factors of 1.55 and 0.64.
- Averaging over energy at 300 K changes it by 2%, while halving the lattice spacing lowers it by 11%, quartering it by 16%, and going to the continuum limit by 22%.

The model also places every silicon valley at zero crystal momentum. Matching the true valley momentum along a flat interface to the free-electron metal raises the resistivity by about 8% in a simple estimate for the 5 eV band, whose Fermi wavenumber of 11.5 nm$^{-1}$ exceeds the valley momentum of 9.8 nm$^{-1}$. The same estimate doubles the resistivity for a 4 eV band and raises it about twelvefold for a 3 eV band, so the small effect is not general, and the effect of the true band structure of the silicide was not sized. Impurity scattering in the silicon is also left out. At this doping, mobilities of 60 to 80 cm$^2$/Vs imply a mean free path of only 3 to 5 nm and a level broadening of about 0.06 to 0.07 eV, comparable with the subband spacing. The three sharp silicon modes are therefore an idealization, and the effect on the resistivity was not sized. Among the rough parameters, changing the barrier by 0.05 eV either way moves the continuum resistivity between about 3.8 and $6.1\times10^{-9}$ $\Omega$ cm$^2$, and, with the valleys kept at zero momentum, metal band depths of 3 and 10 eV give 4.5 and $5.6\times10^{-9}$ $\Omega$ cm$^2$. The resistivity is therefore an order-of-magnitude estimate. The conversion from $G$ to $S$ adds nothing to that uncertainty: for this contact, (14) agrees with direct wave matching to $10^{-12}$. The main values at the 0.1 nm spacing are in the numerical output.

## Computed results

```
A: open channels left, right: 2 2 of 3
A: kappa left: [1.9461 1.93  ]  right: [1.0026 0.8595] (model energy)
A: max |kappa - band slope| = 3.2e-09 (model energy)
A: max error of source = i Gamma phi: 9.6e-08
A: max |S(Green) - S(matching)| = 8.1e-08
A: transmission sum 1.80232, trace formula 1.80232
A: unitarity error with velocities 7.3e-15, without 1.173
B: order: left modes 1,2 then right modes 1,2
B: velocities (slices/time): [1.99   1.7321 0.9165 0.6   ]
B: packet probabilities    : [0.0025 0.0648 0.889  0.0437]
B: |S|^2                   : [0.0025 0.0645 0.8893 0.0438]
B: bare |c|^2              : [0.0025 0.0741 1.9308 0.1452]
C: film 5.0 nm, step 0.3 nm, lattice spacing 0.1 nm
C: barrier 0.65 eV, metal band depth 5.0 eV, donors 2.0e+20 cm^-3
C: silicon masses 0.19, 0.92 m0; permittivity 11.7; gap 1.12 eV
C: Fermi level above band edge 0.1631 eV, depletion width 2.293 nm
C: open modes: metal 19, silicon 3
C: max |S(Green) - S(matching)| = 6.3e-13, unitarity error 6.6e-13
C: silicon mode 1 -> metal mode 1: |G| = 0.00740 1/eV
C: kappa metal 7.1499 eV, silicon 3.4280 eV
C: velocity of metal mode 1: 1.086e+06 m/s
C: |t| = 0.03664, |t|^2 = 0.00134
C: Si mode 1: v = 5.208e+05 m/s, T = 0.15636, bare sum = 0.07770, mixed share = 0.9914
C: Si mode 2: v = 4.253e+05 m/s, T = 0.11183, bare sum = 0.04391, mixed share = 0.9816
C: Si mode 3: v = 1.743e+05 m/s, T = 0.03643, bare sum = 0.00610, mixed share = 0.9835
C: summed transmission at kz = 0: 0.30462
C: contact resistivity 3.724e-09 Ohm cm^2 (7-point quadrature 3.722e-09 Ohm cm^2)
C: conductance shares, heavy axis along thickness, current, width: [0.5937 0.0018 0.4045]
D: factor from image force: 1.475
D: factor from 300 K average: 1.018
D: donors in depletion layer under 5 nm x 5 nm: 11.5
D: factors for one-sigma more / fewer donors: 1.546 / 0.635
D: semiclassical exponent one-band 2.793, two-band 2.288, factor 1.657
D: factor from halving the lattice spacing: 0.889
```
